# Shear stress for one edge dislocation to pass another: test program

```python
"""
Passing stress of two parallel edge dislocations.
Result under test: with one dislocation fixed, an equal one on a glide plane
a distance h away passes when the resolved shear stress exceeds
    tau_c = mu b / (8 pi (1-nu) h).
mu: shear modulus, nu: Poisson ratio, b: Burgers vector length.
Lines along z, Burgers vectors along x, glide planes y = constant.
If both move with drag mobilities M1 > M2, like signs need
tau_c (M1+M2)/(M1-M2); opposite signs need tau_c.
Reduced units in the tests: mu = b = h = 1 unless stated.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp

# ---------- rough typical inputs for a copper film ----------
mu = 48e9            # Pa
nu = 0.34
b = 0.256e-9         # m
h = 50e-9            # m
thickness = 500e-9   # m
c11, c12, c44 = 170e9, 120e9, 75e9   # Pa, cubic elastic constants
split = 4e-9         # m, width between partial dislocations
friction = 1e6       # Pa, lattice friction
softening = 3.5e-4   # 1/K, relative loss of shear modulus
temperature = 373.0  # K, temperature of use
room = 293.0         # K


def passing_stress(modulus, poisson, burgers, gap):
    return modulus * burgers / (8 * np.pi * (1 - poisson) * gap)


# ---------- stress field from the displacement field ----------
x, y = sp.symbols("x y", real=True)
n = sp.symbols("nu", positive=True)
r2 = x**2 + y**2
ux = (sp.atan(y / x) + x * y / (2 * (1 - n) * r2)) / (2 * sp.pi)
uy = -((1 - 2 * n) * sp.log(r2) + (x**2 - y**2) / r2) / (8 * sp.pi * (1 - n))
grad = [sp.simplify(sp.diff(u, v)) for u in (ux, uy) for v in (x, y)]
lame = 2 * n / (1 - 2 * n)
trace = grad[0] + grad[3]
sxx = lame * trace + 2 * grad[0]
syy = lame * trace + 2 * grad[3]
sxy = grad[1] + grad[2]
assert sp.simplify(sp.diff(sxx, x) + sp.diff(sxy, y)) == 0
assert sp.simplify(sp.diff(sxy, x) + sp.diff(syy, y)) == 0
claimed = x * (x**2 - y**2) / (2 * sp.pi * (1 - n) * r2**2)
assert sp.simplify(sxy - claimed) == 0

grad_num = sp.lambdify((x, y), [g.subs(n, nu) for g in grad], "numpy")
shear_num = sp.lambdify((x, y), sxy.subs(n, nu), "numpy")
angles = 2 * np.pi * (np.arange(800) + 0.5) / 800
cosine, sine = np.cos(angles), np.sin(angles)
step = 2 * np.pi / 800


def hooke(g):
    lam = 2 * nu / (1 - 2 * nu)
    tr = g[0] + g[3]
    return lam * tr + 2 * g[0], lam * tr + 2 * g[3], g[1] + g[2]


# Burgers closure and absence of a net line force
g = grad_num(cosine, sine)
closure = [np.sum(-g[k] * sine + g[k + 1] * cosine) * step for k in (0, 2)]
assert np.allclose(closure, [1, 0], atol=1e-10)
s11, s22, s12 = hooke(g)
line_force = [np.sum(s11 * cosine + s12 * sine) * step,
              np.sum(s12 * cosine + s22 * sine) * step]
assert np.allclose(line_force, 0, atol=1e-10)


# ---------- force from the energy-momentum contour integral ----------
def contour_force(center, sources, tau, radius=0.4):
    px, py = center[0] + radius * cosine, center[1] + radius * sine
    total = np.zeros((4, angles.size))
    for sx, sy in sources:
        total += np.array(grad_num(px - sx, py - sy))
    total[1] += tau
    a11, a22, a12 = hooke(total)
    energy = 0.5 * (a11 * total[0] + a22 * total[3]
                    + a12 * (total[1] + total[2]))
    tx, ty = a11 * cosine + a12 * sine, a12 * cosine + a22 * sine
    integrand = energy * cosine - tx * total[0] - ty * total[2]
    return np.sum(integrand) * radius * step


tau_unit = passing_stress(1, nu, 1, 1)
for px in (-3.0, -0.7, 0.5, 1.8):
    force = contour_force((px, 1), [(0, 0), (px, 1)], 0.02)
    assert abs(force - (0.02 + shear_num(px, 1.0))) < 1e-9
for px in (-(1 + np.sqrt(2)), np.sqrt(2) - 1):
    pair = [(0, 0), (px, 1)]
    assert abs(contour_force(pair[1], pair, tau_unit)) < 1e-9
    pin = contour_force(pair[0], pair, tau_unit)
    assert abs(pin - 2 * tau_unit) < 1e-9

# ---------- angular form and numerical search for the barriers ----------
theta = np.linspace(0.05, np.pi - 0.05, 501)
assert np.allclose(shear_num(1 / np.tan(theta), 1.0),
                   tau_unit * np.sin(4 * theta), atol=1e-12)
grid = np.linspace(-20, 20, 400001)
for gap in (0.5, 1.0, 3.0):
    peak = np.max(-shear_num(grid, gap))
    assert abs(peak / passing_stress(1, nu, 1, gap) - 1) < 1e-7
resist = -shear_num(grid, 1.0)
outer_x = grid[np.argmax(np.where(grid < 0, resist, -1))]
inner_x = grid[np.argmax(np.where(grid > 0, resist, -1))]
assert abs(outer_x + 1 + np.sqrt(2)) < 2e-4
assert abs(inner_x - np.sqrt(2) + 1) < 2e-4
assert abs(resist[grid < 0].max() / resist[grid > 0].max() - 1) < 1e-7


# ---------- motion of both dislocations with linear drag ----------
# Stress in units of mu b/(2 pi (1-nu) h); first mobility is one.
def passes(stress, mobility2, sign2):
    def rate(t, p):
        d = p[0] - p[1]
        f = sign2 * d * (d * d - 1) / (d * d + 1)**2
        return [stress + f, mobility2 * (sign2 * stress - f)]

    def beyond(t, p):
        return p[0] - p[1] - 20
    beyond.terminal = True
    run = solve_ivp(rate, (0, 2000), [-20.0, 0.0], events=beyond,
                    max_step=2.0, rtol=1e-7, atol=1e-9)
    assert run.success
    return len(run.t_events[0]) > 0


for mobility2, sign2 in ((0.0, 1), (0.5, 1), (1.0, -1), (0.5, -1)):
    factor = (1 + mobility2) / (1 - mobility2) if sign2 == 1 else 1.0
    assert not passes(0.97 * 0.25 * factor, mobility2, sign2)
    assert passes(1.03 * 0.25 * factor, mobility2, sign2)
assert not passes(10 * 0.25, 1.0, 1)   # equal mobilities, like signs

# ---------- cubic anisotropy: eigenvalue solution of the line field ----------
ex = np.array([1, 1, 0]) / np.sqrt(2)
ey = np.array([-1, 1, 1]) / np.sqrt(3)
axes = np.array([ex, ey, np.cross(ex, ey)])


def anisotropic_peak(k11, k12, k44):
    """Largest resisting stress for b = h = 1, in the unit of the constants."""
    one = np.eye(3)
    c = (k12 * np.einsum("ij,kl->ijkl", one, one)
         + k44 * (np.einsum("ik,jl->ijkl", one, one)
                  + np.einsum("il,jk->ijkl", one, one)))
    for m in range(3):
        c[m, m, m, m] += k11 - k12 - 2 * k44
    c = np.einsum("ai,bj,ck,dl,ijkl->abcd", axes, axes, axes, axes, c)
    q, r, t = c[:, 0, :, 0], c[:, 0, :, 1], c[:, 1, :, 1]
    ti = np.linalg.inv(t)
    matrix = np.block([[-ti @ r.T, ti], [r @ ti @ r.T - q, -r @ ti]])
    roots, vectors = np.linalg.eig(matrix)
    stress = np.zeros(grid.size)
    for k in np.where(roots.imag > 0)[0]:
        a, l = vectors[:3, k], vectors[3:, k]
        weight = l[0]**2 / (2 * np.sum(a * l))
        stress += np.imag(weight / (grid + roots[k])) / np.pi
    return np.max(-stress)


# The constants are 0.1 % off isotropy to avoid equal roots, hence 0.5 %.
lam_unit = 2 * nu / (1 - 2 * nu)
near = anisotropic_peak(lam_unit + 2, lam_unit, 1.001)
assert abs(near / tau_unit - 1) < 5e-3
tau_aniso = anisotropic_peak(c11 / 1e9, c12 / 1e9, c44 / 1e9) * 1e9 * b / h
voigt = (c11 - c12 + 3 * c44) / 5
reuss = 5 * (c11 - c12) * c44 / (4 * c44 + 3 * (c11 - c12))

# ---------- free surface y = 0, solid below, fixed line at depth d ----------
d = sp.symbols("d", positive=True)
q1, q2 = x**2 + (y + d)**2, x**2 + (y - d)**2
airy = (-(y + d) * sp.log(q1) / 2 + (y - d) * sp.log(q2) / 2
        + d * (sp.log(q2) + 2 * y * (d - y) / q2))
lap = sp.simplify(sp.diff(airy, x, 2) + sp.diff(airy, y, 2))
assert sp.simplify(sp.diff(lap, x, 2) + sp.diff(lap, y, 2)) == 0
surface_shear = -sp.diff(airy, x, y)
assert sp.simplify(surface_shear.subs(y, 0)) == 0
assert sp.simplify(sp.diff(airy, x, 2).subs(y, 0)) == 0
surface_num = sp.lambdify((x, y, d), surface_shear, "numpy")


def surface_ratio(depth):
    """Passing stress over its bulk value, mobile line nearer the surface."""
    return 4 * np.max(-surface_num(grid, 1 - depth, depth))


assert abs(surface_ratio(1000.0) - 1) < 1e-3
depth_fixed = thickness / 2
ratio_surface = surface_ratio(depth_fixed / h)

# ---------- fixed-width splitting into two partials ----------
tau_c = passing_stress(mu, nu, b, h)


def split_peak(width):
    total = np.zeros(grid.size)
    screw = 1 / (2 * np.sqrt(3))
    for i in (-1, 1):
        for j in (-1, 1):
            dist = grid + (i - j) * width / 2
            total += shear_num(dist, 1.0) / 4
            total += i * j * screw**2 * dist / (2 * np.pi * (dist**2 + 1))
    return np.max(-total)


assert abs(split_peak(0.0) / tau_unit - 1) < 1e-7
ratio_split = split_peak(split / h) / tau_unit

# ---------- barrier left at 90 % of the passing stress ----------
excess = np.where(grid < 0, resist - 0.9 * tau_unit, 0)
area = np.sum(np.maximum(excess, 0)) * (grid[1] - grid[0])
barrier = area * mu * b**2 / constants.e * 1e-9   # eV per nm of line
thermal = constants.k * temperature / constants.e

# ---------- equal-biaxial film stress on an inclined slip system ----------
normal = np.ones(3) / np.sqrt(3)
biaxial = np.eye(3) - np.outer(normal, normal)
resolved = abs(ey @ biaxial @ ex)

print("INPUTS (rough, copper film)")
print(f"shear modulus                    {mu/1e9:.1f} GPa")
print(f"Poisson ratio                    {nu:.2f}")
print(f"Burgers vector                   {b*1e9:.3f} nm")
print(f"glide-plane separation h         {h*1e9:.0f} nm")
print(f"film thickness                   {thickness*1e9:.0f} nm")
print("RESULTS")
print(f"D = mu b/(2 pi (1-nu))           {4*tau_c*h:.3f} N/m")
print(f"passing stress tau_c             {tau_c/1e6:.2f} MPa")
for gap in (10e-9, 200e-9):
    value = passing_stress(mu, nu, b, gap) / 1e6
    print(f"tau_c for h = {gap*1e9:3.0f} nm             {value:.2f} MPa")
print(f"outer barrier position x         {outer_x*h*1e9:.1f} nm")
print(f"inner barrier position x         {inner_x*h*1e9:.1f} nm")
print(f"glide force tau_c b              {tau_c*b*1e3:.3f} mN/m")
print(f"force on the pin 2 tau_c b       {2*tau_c*b*1e3:.3f} mN/m")
print(f"threshold for M2/M1 = 0.5        {3*tau_c/1e6:.2f} MPa")
print(f"resolved/biaxial stress          {resolved:.4f}")
print(f"biaxial stress giving tau_c      {tau_c/resolved/1e6:.1f} MPa")
print("NEGLECTED EFFECTS")
print(f"C11, C12, C44        {c11/1e9:.0f}, {c12/1e9:.0f}, {c44/1e9:.0f} GPa")
print(f"mean of Voigt and Reuss moduli   {(voigt+reuss)/2e9:.1f} GPa")
print(f"tau_c with cubic anisotropy      {tau_aniso/1e6:.2f} MPa")
print(f"depth of fixed dislocation       {depth_fixed*1e9:.0f} nm")
print(f"depth of mobile dislocation      {(depth_fixed-h)*1e9:.0f} nm")
print(f"tau_c with one free surface      {ratio_surface*tau_c/1e6:.2f} MPa")
print(f"width between partials           {split*1e9:.1f} nm")
print(f"tau_c with split dislocations    {ratio_split*tau_c/1e6:.2f} MPa")
print(f"lattice friction (rough input)   {friction/1e6:.1f} MPa")
print(f"temperature of use               {temperature:.0f} K")
print(f"room temperature                 {room:.0f} K")
print(f"modulus loss per kelvin (rough)  {softening*100:.3f} %/K")
print(f"modulus loss on heating          {softening*(temperature-room)*100:.1f} %")
print(f"bowing stress mu b/thickness     {mu*b/thickness/1e6:.1f} MPa")
print(f"barrier at 0.9 tau_c             {barrier:.3f} eV/nm")
print(f"barrier, rigid 500 nm segment    {barrier*500:.0f} eV")
print(f"thermal energy kT                {thermal:.4f} eV")
print(f"b/h                              {b/h:.4f}")
print("all good")
```

Printed output:

```
INPUTS (rough, copper film)
shear modulus                    48.0 GPa
Poisson ratio                    0.34
Burgers vector                   0.256 nm
glide-plane separation h         50 nm
film thickness                   500 nm
RESULTS
D = mu b/(2 pi (1-nu))           2.963 N/m
passing stress tau_c             14.82 MPa
tau_c for h =  10 nm             74.08 MPa
tau_c for h = 200 nm             3.70 MPa
outer barrier position x         -120.7 nm
inner barrier position x         20.7 nm
glide force tau_c b              3.793 mN/m
force on the pin 2 tau_c b       7.586 mN/m
threshold for M2/M1 = 0.5        44.45 MPa
resolved/biaxial stress          0.2722
biaxial stress giving tau_c      54.4 MPa
NEGLECTED EFFECTS
C11, C12, C44        170, 120, 75 GPa
mean of Voigt and Reuss moduli   48.3 GPa
tau_c with cubic anisotropy      12.91 MPa
depth of fixed dislocation       250 nm
depth of mobile dislocation      200 nm
tau_c with one free surface      15.41 MPa
width between partials           4.0 nm
tau_c with split dislocations    14.81 MPa
lattice friction (rough input)   1.0 MPa
temperature of use               373 K
room temperature                 293 K
modulus loss per kelvin (rough)  0.035 %/K
modulus loss on heating          2.8 %
bowing stress mu b/thickness     24.6 MPa
barrier at 0.9 tau_c             0.127 eV/nm
barrier, rigid 500 nm segment    64 eV
thermal energy kT                0.0321 eV
b/h                              0.0051
all good
```
